# Small-polaron Hall mobility from three-site interference on a triangular lattice, part 1

(Sections cited here and not found follow in the second part.)

## Hopping rates and their dependence on magnetic flux

A small polaron that hops rarely between the sites of a triangular lattice has a Hall mobility different from its drift mobility. For a carrier of charge $q$, lattice spacing $a$, transfer amplitude $-t$ with $t>0$, and hopping barrier $E_a$, the two mobilities at leading order in $t$ and at high temperature are

$$
\mu_d=\frac{3qa^2}{2kT}\,t^2\sqrt{\frac{\pi}{4E_akT}}\;e^{-E_a/kT},
\qquad
\mu_H=\frac{qa^2}{2}\,t\sqrt{\frac{\pi}{3E_akT}}\;e^{-E_a/3kT}.
$$

Hartree atomic units are used, so $\hbar=1$. The mobilities carry signs and are defined by the velocity in a weak in-plane electric field $\mathbf E$ and a weak perpendicular magnetic field $\mathbf B=B\hat{\mathbf z}$,

$$
\mathbf v=\mu_d\left(\mathbf E+\mu_H\,\mathbf E\times\mathbf B\right).
$$

With this definition a classical free carrier with a single relaxation time has $\mu_H=\mu_d$. For the polaron the prefactors, the powers of $t$ and the exponents all differ. The drift mobility comes from the probability of a direct hop. The Hall mobility comes from the interference between a direct hop and a hop through a third site. Interference alone does not suffice: the two paths must enclose magnetic flux, the three electronic levels must coincide, and the electric field must make the two triangles that share a bond unequal.

The model has one vibrational mode of frequency $\omega$ on each site, with operators $b_i$ and $b_i^\dagger$, coupled to the carrier when it is on that site:

$$
H=\sum_i\omega b_i^\dagger b_i+\sum_i g\omega(b_i+b_i^\dagger)|i\rangle\langle i|+\sum_{i\ne j}J_{ij}|i\rangle\langle j| .
$$

The last sum runs over nearest neighbours. The magnetic field enters through the phase of the transfer,

$$
J_{ij}=J\exp\left(iq\int_j^i\mathbf A\cdot d\mathbf l\right),\qquad J=-t,
$$

where the integral follows the straight bond from $j$ to $i$. Effects of the field on the spin and on the shape of the site orbital are left out.

With the carrier on site $i$ and no transfer, the Hamiltonian is $H_i=h+g\omega(b_i+b_i^\dagger)$, where $h=\sum_j\omega b_j^\dagger b_j$. The operator $D_i=\exp[g(b_i^\dagger-b_i)]$ shifts the mode, $D_i^\dagger b_iD_i=b_i+g$. Therefore

$$
D_i^\dagger hD_i=h+g\omega(b_i+b_i^\dagger)+g^2\omega,
\qquad H_i=D_i^\dagger hD_i-E_b,\qquad E_b=g^2\omega .
$$

The energy $E_b$ is the polaron binding energy. The carrier starts on site 1 with the vibrations in thermal equilibrium under $H_1$. Treating each hop in this way assumes that the lattice relaxes between hops and keeps no memory of earlier ones.

First-order perturbation theory gives the amplitude operator for arriving at site 2 by time $T_0$,

$$
A_1=-iJ_{21}\int_0^{T_0}dt_1\,e^{-iH_2(T_0-t_1)}e^{-iH_1t_1}.
$$

The probability is the thermal average of $A_1^\dagger A_1$. The two evolutions under $H_2$ combine, and the outer evolutions under $H_1$ combine because the initial thermal state commutes with $H_1$. Let $t_1$ now denote the time in $A_1^\dagger$ and $t_2$ the time in $A_1$. With $\tau=t_1-t_2$ the integrand is $|J_{12}|^2\langle e^{iH_1\tau}e^{-iH_2\tau}\rangle$. It factorizes into one average for each mode.

For mode 1, use $H_1=D_1^\dagger hD_1-E_b$ and move the shift into the thermal state. The result is $e^{-iE_b\tau}\langle D(\tau)D^\dagger(0)\rangle$, with the average now taken in the unshifted oscillator and $D(\tau)=e^{ih\tau}De^{-ih\tau}$. For mode 2 one obtains $e^{+iE_b\tau}\langle D^\dagger(\tau)D(0)\rangle$. The phases cancel in the product. The two correlators are equal because changing the sign of $g$ exchanges them and, as the next lines show, the result contains $g^2$.

Let $X=g(b^\dagger e^{i\omega\tau}-be^{-i\omega\tau})$ and $Y=-g(b^\dagger-b)$. Their commutator is the number

$$
[X,Y]=-g^2\left(e^{i\omega\tau}-e^{-i\omega\tau}\right)=-2ig^2\sin\omega\tau ,
$$

so $e^Xe^Y=e^{X+Y}e^{[X,Y]/2}$. The sum is $X+Y=\alpha b^\dagger-\alpha^*b$ with $\alpha=g(e^{i\omega\tau}-1)$. In a thermal oscillator state such a linear form has a Gaussian distribution, and hence

$$
\langle e^{\alpha b^\dagger-\alpha^*b}\rangle=e^{-|\alpha|^2(n+1/2)},\qquad
|\alpha|^2=2g^2(1-\cos\omega\tau),\qquad n=\frac{1}{e^{\omega/kT}-1}.
$$

The correlator of one mode is therefore

$$
F(\tau)=\exp\left\{-g^2\left[(2n+1)(1-\cos\omega\tau)+i\sin\omega\tau\right]\right\}.
$$

It satisfies $F(-\tau)=F(\tau)^*$. For a single sharp frequency it returns to one after every period $2\pi/\omega$. In a solid the modes have a spread of frequencies, which is assumed to remove these revivals. The time integrals below then include the first decay alone.

The integrand depends on $\tau$ alone. Once $T_0$ exceeds the decay time of $F$, the double time integral grows as $T_0\int d\tau$. The pair rate is thus

$$
w_2=|J_{12}|^2\int_{-\infty}^{\infty}d\tau\,F(\tau)^2 .
$$

The phase of $J_{12}$ has disappeared. At second order, a magnetic field cannot deflect the carrier in this model.

For slow vibrations, expand $F$ at short times and use $2n+1\approx2kT/\omega$:

$$
F(\tau)\approx\exp\left(-E_bkT\,\tau^2-iE_b\tau\right).
$$

Completing the square in $F^2$ gives

$$
\int d\tau\,e^{-2E_bkT\tau^2-2iE_b\tau}
=\sqrt{\frac{\pi}{2E_bkT}}\;e^{-4E_b^2/(8E_bkT)} .
$$

With the definition $E_a=E_b/2$, this becomes

$$
w_2=t^2\sqrt{\frac{\pi}{4E_akT}}\;e^{-E_a/kT}.
$$

The next contribution to the transition from 1 to 2 uses a common neighbour, site 3. Its amplitude operator is

$$
A_2=(-i)^2J_{23}J_{31}\int_0^{T_0}dt_2\int_0^{t_2}dt_3\,
e^{-iH_2(T_0-t_2)}e^{-iH_3(t_2-t_3)}e^{-iH_1t_3}.
$$

The probability now contains the cross term $2\,\mathrm{Re}\langle A_1^\dagger A_2\rangle$. It is of third order in $J$ and is the lowest term that depends on flux, because a triangle is the shortest closed loop on this lattice. The factor $i$ from $A_1^\dagger$ and the factor $-1$ from $A_2$ combine to give

$$
2\,\mathrm{Re}\left[-iJ_{12}J_{23}J_{31}\int dt_1\,dt_2\,dt_3\,C\right],
\qquad J_{12}J_{23}J_{31}=J^3e^{i\varphi},
$$

where the vibrational correlator is

$$
C=\left\langle e^{iH_1t_1}e^{-iH_2(t_1-t_2)}e^{-iH_3(t_2-t_3)}e^{-iH_1t_3}\right\rangle .
$$

Each mode is shifted during one of the three stages. Mode 1 is shifted under $H_1$ alone, and its evolutions under $H_2$ and $H_3$ are both free. They combine into free evolution over $t_1-t_3$, which gives $e^{-iE_b(t_1-t_3)}F(t_1-t_3)$. Mode 2 is shifted during the interval $t_1-t_2$ and gives $e^{iE_b(t_1-t_2)}F(t_1-t_2)$. Mode 3 gives $e^{iE_b(t_2-t_3)}F(t_2-t_3)$. The three phases cancel:

$$
C=F(t_1-t_3)\,F(t_1-t_2)\,F(t_2-t_3).
$$

This identity was tested against thermal traces of explicit oscillator matrices.

Set $u=t_1-t_2$ and $s=t_2-t_3$. The time order in $A_2$ requires $s\ge0$, while $u$ may have either sign. The common time again gives a factor $T_0$, and the interference rate is

$$
W=2J^3\left(\sin\varphi\,\mathrm{Re}\,I+\cos\varphi\,\mathrm{Im}\,I\right),
$$

$$
I=\int_{-\infty}^{\infty}du\int_0^\infty ds\,F(u)F(s)F(u+s).
$$

The sine and cosine follow from $-ie^{i\varphi}=\sin\varphi-i\cos\varphi$. The sine term changes sign with the magnetic field, so it can produce a Hall velocity. The cosine term does not change sign.

Under $(u,s)\to(-u,-s)$ the integrand becomes its complex conjugate. Twice the real part of $I$ is therefore the integral over the whole plane. With the short-time form of $F$, the integrand is

$$
\exp\left[-\tfrac12\mathbf x^{\mathsf T}\mathsf C\mathbf x-i\mathbf m\cdot\mathbf x\right],\qquad
\mathbf x=\begin{pmatrix}u\\s\end{pmatrix},\quad
\mathbf m=2E_b\begin{pmatrix}1\\1\end{pmatrix},\quad
\mathsf C=2E_bkT\begin{pmatrix}2&1\\1&2\end{pmatrix}.
$$

Indeed $u^2+s^2+(u+s)^2=2u^2+2us+2s^2$, and the linear terms add to $-2iE_b(u+s)$. The determinant is $\det\mathsf C=12(E_bkT)^2$, and

$$
\mathsf C^{-1}=\frac{1}{6E_bkT}\begin{pmatrix}2&-1\\-1&2\end{pmatrix},\qquad
\mathbf m^{\mathsf T}\mathsf C^{-1}\mathbf m=\frac{4E_b}{3kT}.
$$

The Gaussian integral is $2\pi(\det\mathsf C)^{-1/2}\exp(-\tfrac12\mathbf m^{\mathsf T}\mathsf C^{-1}\mathbf m)$. Hence the odd part of the rate is

$$
W_{\rm odd}=K\sin\varphi,\qquad
K=\frac{\pi J^3}{2\sqrt3\,E_akT}\;e^{-4E_a/3kT}.
$$

Since $J=-t$, the coefficient $K$ is negative here.

The matrix $\mathsf C$ has a direct meaning. For slow vibrations, the lattice gives each site a nearly static level $\varepsilon_i=g\omega(b_i+b_i^\dagger)$. Its thermal variance is $g^2\omega^2(2n+1)\approx2E_bkT$. Its mean is $-2E_b$ on the occupied site and zero elsewhere. The gaps $\Delta_2=\varepsilon_2-\varepsilon_1$ and $\Delta_3=\varepsilon_3-\varepsilon_1$ then have mean $\mathbf m$ and covariance $\mathsf C$. Over the whole plane, the time integral of $e^{-iu\Delta_2-is\Delta_3}$ is $4\pi^2\delta(\Delta_2)\delta(\Delta_3)$. Averaging it over the gaps gives

$$
W_{\rm odd}=4\pi^2J^3\sin\varphi\;p(\Delta_2=0,\Delta_3=0),
$$

where $p$ is the joint density of the gaps. The flux-odd rate requires all three levels to coincide.

The exponents follow from an energy argument as well. A variance of $2E_bkT$ corresponds to an elastic energy $\varepsilon_i^2/4E_b$ per site. With the carrier on site 1, the total $\varepsilon_1+\varepsilon_1^2/4E_b$ has its minimum $-E_b$ at $\varepsilon_1=-2E_b$. If two levels share the value $\varepsilon$, the energy $\varepsilon+\varepsilon^2/2E_b$ has minimum $-E_b/2$. If three do, $\varepsilon+3\varepsilon^2/4E_b$ has minimum $-E_b/3$. The costs above the relaxed state are $E_b/2=E_a$ and $2E_b/3=4E_a/3$. The additional cost of bringing in the third level is $E_a/3$, and this difference will appear in the Hall mobility.

An independent test solved the quantum dynamics of three static levels and averaged over the Gaussian gaps. In units with $kT=E_a=1$, for $J=0.003$ and $\varphi=1$ rad, the odd rate was $5.426\times10^{-9}$, against $5.431\times10^{-9}$ from the formula, a difference of 0.1% relative to the formula. When the bond between sites 2 and 3 was cut, the odd rate vanished to rounding error. This confirms, within the three-site problem, that the flux-odd transfer needs the indirect path.

This part has established the rate of a direct hop, which does not depend on magnetic flux, and the flux-odd interference rate through a third site, which requires all three levels to coincide. It remains to include the electric field and to sum over the hops to obtain the drift and Hall mobilities.

All numerical values are calculated from the stated model.
